# Gaussian sums for 1/r from the trapezoidal rule

## What goes wrong with the bare kernel

The electrostatic potential of an isolated charge density is, in Hartree atomic units,

$$V(\mathbf r)=\int \frac{\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' .$$

On a grid with $n$ points along each axis, direct evaluation couples every point to every other and costs about $n^6$ operations. The kernel $1/r$ mixes the three coordinates under a square root, so the triple sum cannot be done one axis at a time.

A Gaussian does not have this defect, because $e^{-pr^2}=e^{-px^2}e^{-py^2}e^{-pz^2}$. Its convolution with $\rho$ is three successive one-dimensional operations, each costing about $n^4$. If $N$ Gaussians reproduce $1/r$, the cost is about $3Nn^4$, which is a gain over the direct sum when $3N<n^2$. This count assumes that each one-dimensional convolution is evaluated accurately; Gaussians narrower than the grid spacing cannot simply be sampled at the grid points (see Stage 6). The comparison here is with the direct sum only: on a uniform grid the convolution can also be done with zero-padded fast Fourier transforms, at a cost of order $n^3\ln n$. The question is how $N$ depends on the range of distances and on the accuracy.

## Stage 1: one distance, an infinite sum

For $r>0$, the Gaussian integral $\int_0^\infty e^{-r^2t^2}dt=\sqrt\pi/(2r)$ and the substitution $t=e^s$, $dt=e^s\,ds$, give

$$\frac1r=\frac{2}{\sqrt\pi}\int_{-\infty}^{\infty}\exp\!\left(-r^2e^{2s}+s\right)ds .$$

Define $u=\ln r$ and

$$G(v)=\frac{2}{\sqrt\pi}\,\exp\!\left(v-e^{2v}\right).$$

Since $re^s=e^{s+u}$, the integrand multiplied by $r$ is $G(s+u)$. A change of distance therefore only translates one fixed curve. With $t=e^v$, its partial integrals are

$$\int_{-\infty}^{v}G\,dv'=\operatorname{erf}(e^v),\qquad \int_v^\infty G\,dv'=\operatorname{erfc}(e^v),$$

and its total area is 1.

Take first $r=1$, so $u=0$. The trapezoidal rule with step $h$ and nodes $a+nh$, where $n$ runs over all integers, replaces the area 1 by $h\sum_n G(a+nh)$. The result depends on where the nodes fall. Changing $r$ shifts the curve relative to the nodes, so this dependence on the offset is also the dependence on distance.

## Stage 2: all distances, still an infinite sum

Let

$$P(u)=h\sum_{n=-\infty}^{\infty}G(u+a+nh).$$

This is $r$ times the approximation to $1/r$. Replacing $u$ by $u+h$ only relabels the nodes, so $P$ has period $h$ and can be expanded in a Fourier series with frequencies $\kappa_k=2\pi k/h$. Its coefficients are

$$c_k=\frac1h\int_0^hP(u)e^{-i\kappa_ku}du=\sum_n\int_0^hG(u+a+nh)e^{-i\kappa_ku}du .$$

Sum and integral may be exchanged because $G$ decays at least exponentially on both sides. Put $v=u+a+nh$. Then $e^{-i\kappa_ku}=e^{-i\kappa_kv}e^{i\kappa_ka}$, because $e^{i\kappa_knh}=e^{2\pi ikn}=1$. The intervals for successive $n$ tile the whole line, so

$$c_k=e^{i\kappa_ka}\,\hat G(\kappa_k),\qquad \hat G(\omega)=\int_{-\infty}^{\infty}G(v)e^{-i\omega v}dv .$$

For the transform, put $w=e^{2v}$, so that $dv=dw/(2w)$ and $e^{v(1-i\omega)}=w^{(1-i\omega)/2}$:

$$\hat G(\omega)=\frac1{\sqrt\pi}\int_0^\infty w^{(1-i\omega)/2-1}e^{-w}dw=\frac1{\sqrt\pi}\,\Gamma\!\left(\frac{1-i\omega}2\right).$$

If $z=\tfrac12+iy$ with real $y$, then $1-z=z^*$, and $\Gamma(z^*)=\Gamma(z)^*$. The reflection formula $\Gamma(z)\Gamma(1-z)=\pi/\sin\pi z$ becomes

$$|\Gamma(\tfrac12+iy)|^2=\frac{\pi}{\sin(\pi/2+i\pi y)}=\frac{\pi}{\cosh\pi y}.$$

With $y=-\omega/2$ and $\omega=\kappa_k$,

$$|c_k|=\left[\cosh\!\left(\frac{\pi^2k}{h}\right)\right]^{-1/2}.$$

The coefficient $c_0=1$ is the wanted answer. The others are the aliasing error. Their moduli do not depend on $r$: the relative error oscillates in $\ln r$ with period $h$ and has the same amplitude at all distances.

To bound it, use $\cosh x\ge e^x/2$ and define $q=e^{-\pi^2/(2h)}$. Harmonics $k$ and $-k$ contribute equally, so

$$|P(u)-1|\le2\sum_{k=1}^\infty|c_k|\le2\sqrt2\sum_{k=1}^\infty q^k=\frac{2\sqrt2\,q}{1-q}.$$

**Limit of small step.** The first harmonic pair has amplitude $2|c_1|\approx2\sqrt2\,e^{-\pi^2/(2h)}$, so halving $h$ roughly squares the exponential factor. For $h=0.5$ the largest measured relative error is $1.463\times10^{-4}$ both near $r=10^{-3}$ bohr and near $r=10^3$ bohr, equal to $2|c_1|$ to the digits shown. For $h=1$ the measured $2.040\times10^{-2}$ slightly exceeds $2|c_1|=2.034\times10^{-2}$. The second harmonic pair allows this: its amplitude at $h=1$ equals that of the first pair at $h=0.5$, which is $1.46\times10^{-4}$.

## Stage 3: a finite sum on a finite range

Keep $N$ nodes $s_n$, from $a$ to $b=a+(N-1)h$:

$$S(r)=\frac{2h}{\sqrt\pi}\sum_{n=0}^{N-1}e^{s_n}\exp\!\left(-r^2e^{2s_n}\right).$$

We require $|E(r)|\le\varepsilon$ for $\delta\le r\le R$, where $E=rS-1$ is the error relative to $1/r$ and $0<\varepsilon<1/2$. Let $L$ and $U$ be the parts of $P$ from the omitted nodes below $a$ and above $b$. Both are positive, and

$$E=(P-1)-L-U .$$

Give each of the three contributions an allowance $\varepsilon/3$.

**Aliasing.** Setting $2\sqrt2\,q/(1-q)=\varepsilon/3$ gives $6\sqrt2\,q=\varepsilon(1-q)$, hence $1/q=1+6\sqrt2/\varepsilon$. Taking the logarithm,

$$h=\frac{\pi^2}{2\ln(1+6\sqrt2/\varepsilon)} .$$

**Lower tail.** Since $G'(v)=(1-2e^{2v})G(v)$, the curve rises as long as $e^v<1/\sqrt2$. If $Re^a\le1/\sqrt2$, all omitted lower nodes lie on the rising side. Each term $hG(v)$ is then at most the integral of $G$ from $v$ to $v+h$, and these intervals adjoin. Therefore

$$L\le\operatorname{erf}(re^a)\le\frac{2}{\sqrt\pi}Re^a .$$

The choice $e^a=\sqrt\pi\,\varepsilon/(6R)$ makes this $\varepsilon/3$, and it satisfies the condition because $\sqrt\pi\,\varepsilon/6<1/\sqrt2$.

**Upper tail.** If $\delta e^b\ge1/\sqrt2$, the omitted upper nodes lie on the falling side, and each term is at most the integral over the preceding interval. Thus $U\le\operatorname{erfc}(re^b)$. For $x\ge0$,

$$\operatorname{erfc}(x)=\frac2{\sqrt\pi}\int_0^\infty e^{-(x+y)^2}dy\le e^{-x^2}\,\frac2{\sqrt\pi}\int_0^\infty e^{-y^2}dy=e^{-x^2}.$$

So $U\le\varepsilon/3$ if $e^b\ge\sqrt{\ln(3/\varepsilon)}/\delta$. The monotonicity condition holds because $\ln(3/\varepsilon)>\ln6>1/2$.

The required span is the difference of the logarithms of these two end values. Rounding the number of intervals up and adding one node gives

$$N\le2+\frac2{\pi^2}\ln\!\left(1+\frac{6\sqrt2}{\varepsilon}\right)\left[\ln\frac R\delta+\ln\frac{6}{\sqrt\pi\,\varepsilon}+\frac12\ln\ln\frac3\varepsilon\right].$$

At fixed accuracy, $N$ is linear in $\ln(R/\delta)$. At fixed range it is quadratic, not linear, in $\ln(1/\varepsilon)$. Higher accuracy has two costs: the step shrinks as $1/\ln(1/\varepsilon)$, and the lower end moves out by $\ln(1/\varepsilon)$, because $G$ falls only as $e^v$ on that side.

**Limits outside the range.** As $r\to0$, $S$ stays finite and $rS\to0$. As $r\to\infty$, $S$ decays as a Gaussian, and again $rS\to0$. In both limits $E\to-1$, so the approximation fails completely.

## Stage 4: could a better choice remove the square?

An upper bound alone might be wasteful. Consider any sum of the form $S$ that achieves $|E|\le\varepsilon$ throughout $[\delta,R]$, with $h\le\ln(R/\delta)$ so that one aliasing period fits into the range. Let $\langle\cdot\rangle$ be the average over a window of length $h$ in $u=\ln r$. Over such a window $\langle P-1\rangle=0$, hence $\langle L\rangle+\langle U\rangle=-\langle E\rangle\le\varepsilon$.

In the top window, $\ln R-h\le u\le\ln R$, the omitted lower nodes give

$$\langle L\rangle=\sum_{m=1}^\infty\int_{\ln R-h}^{\ln R}G(u+a-mh)\,du=\int_{-\infty}^{\ln R+a-h}G\,dv=\operatorname{erf}(Re^{a-h}),$$

because the shifted intervals adjoin. In the bottom window, $\ln\delta\le u\le\ln\delta+h$, the same argument gives $\langle U\rangle=\operatorname{erfc}(\delta e^{b+h})$. Both are at most $\varepsilon$, so

$$Re^{a-h}\le\operatorname{erf}^{-1}(\varepsilon),\qquad\delta e^{b+h}\ge\operatorname{erfc}^{-1}(\varepsilon).$$

Divide the second inequality by the first, take the logarithm and use $b-a=(N-1)h$:

$$(N+1)h\ge\ln\frac R\delta+\ln\frac{\operatorname{erfc}^{-1}(\varepsilon)}{\operatorname{erf}^{-1}(\varepsilon)} .$$

The step is limited too. Projecting $P-1=E+L+U$ on its first harmonic in either window gives

$$|c_1|\le\langle|E|\rangle+\langle L+U\rangle\le2\varepsilon .$$

Since $\cosh x\le e^x$ for $x\ge0$, we have $|c_1|\ge e^{-\pi^2/(2h)}$. Therefore $1/h\ge(2/\pi^2)\ln[1/(2\varepsilon)]$. The right side of the span inequality is positive for $\varepsilon<1/2$, so the two results combine to

$$N\ge\frac2{\pi^2}\ln\frac1{2\varepsilon}\left[\ln\frac R\delta+\ln\frac{\operatorname{erfc}^{-1}(\varepsilon)}{\operatorname{erf}^{-1}(\varepsilon)}\right]-1 .$$

**Limit of high accuracy.** For small $\varepsilon$, $\operatorname{erf}^{-1}(\varepsilon)\approx\sqrt\pi\,\varepsilon/2$. The logarithm of $\operatorname{erfc}^{-1}(\varepsilon)$ is at most $\tfrac12\ln\ln(1/\varepsilon)$, by the bound on erfc above, and does not fall below a constant. Both bounds then have the leading form

$$N\simeq\frac2{\pi^2}\ln\frac1\varepsilon\left[\ln\frac R\delta+\ln\frac1\varepsilon\right].$$

The square is thus a property of sums of the form $S$, with nodes equally spaced in $s=\ln t$. The argument says nothing about other sums of Gaussians, whether fitted freely or obtained from a different change of variable. For example, with $t=\exp(s-e^{c-s})$ and $c$ near $-\ln R$, the integrand falls doubly exponentially on the lower side, so the lower end moves out only as $\ln\ln(1/\varepsilon)$. For $R/\delta=10^4$ and $\varepsilon=10^{-2},10^{-6},10^{-10}$, the trapezoidal rule in this variable reaches the accuracy with 16, 47 and 79 terms, a growth close to linear in $\ln(1/\varepsilon)$, against the counts for $S$ tabulated below.

The numerical check scans step, offset and end nodes, judging each sum by its actual error. The scan is finite, so its count need not be the true minimum. For $R/\delta=10^4$:

| $\varepsilon$ | lower bound | found | constructed |
|---|---|---|---|
| $10^{-2}$ | 10.5 | 19 | 23 |
| $10^{-6}$ | 63.9 | 79 | 84 |
| $10^{-10}$ | 152.3 | 174 | 180 |

A law linear in $\ln(1/\varepsilon)$ would make the second difference of the found counts zero. It is $174-2\times79+19=35$. The leading quadratic law predicts $(4/\pi^2)(\ln10^4)^2=34.4$. The counts are integers from a finite scan, so the agreement is meaningful only to within a unit or two.

For the range, fix $\varepsilon=10^{-6}$ and raise $R/\delta$ from $10^2$ to $10^8$ in factors of 100. The found counts are 65, 79, 93 and 107, so each factor of 100 costs about 14 more Gaussians; the exact increments depend on the scan, since a found count may exceed the true minimum.

## Stage 5: numbers for one kernel

Take round parameters $\delta=0.01$ bohr, $R=20$ bohr and $\varepsilon=10^{-6}$. The rules of Stage 3 give

$$h=\frac{\pi^2}{2\ln(1+6\sqrt2\times10^6)}=0.3093,\qquad a=\ln\frac{\sqrt\pi\times10^{-6}}{120}=-18.031 .$$

The last node must be at least $\ln(\sqrt{\ln(3\times10^6)}/0.01)=5.956$. The span $23.987$ divided by $h$ is $77.5$, so the construction uses 78 intervals and $N=79$ Gaussians; this count is sufficient, not necessarily the smallest. The last node is then $b=6.096$. The exponents $e^{2s}$ run from $2.18\times10^{-16}$ to $1.97\times10^5$ bohr$^{-2}$.

The largest relative error found on a dense set of distances is $5.58\times10^{-7}$, at $r=15.83$ bohr. Its size can be traced. For the omitted lower nodes $re^s$ is tiny, so their Gaussians equal 1 to high accuracy, and their sum is the constant

$$\frac{2h}{\sqrt\pi}\sum_{m=1}^\infty e^{a-mh}=\frac{2e^a}{\sqrt\pi}\,\frac{h}{e^h-1}=1.42\times10^{-8}\ \text{bohr}^{-1}.$$

Relative to $1/r$ at 15.83 bohr this is $2.25\times10^{-7}$. Adding the aliasing amplitude $3.33\times10^{-7}$ gives $5.58\times10^{-7}$: near this distance the two errors have the same sign and aliasing is at its extreme.

## Stage 6: the Poisson problem, including short distances

The potential integral includes distances below $\delta$, where the accuracy of $S$ is no longer guaranteed and is lost as $r\to0$. The aliasing and lower-tail bounds nevertheless hold for every $0<r\le R$, so only the omitted sharp Gaussians need new treatment. For a bounded density $\rho\ge0$, a Gaussian of exponent $p=e^{2s}$ gives

$$\int\rho(\mathbf r')e^{-p|\mathbf r-\mathbf r'|^2}d^3r'\le\rho_{\max}\left(\frac\pi p\right)^{3/2}=\rho_{\max}\,\pi^{3/2}e^{-3s}.$$

Multiply by the weight $(2h/\sqrt\pi)e^s$ and sum over $s=b+mh$, $m\ge1$. The total is at most $C\rho_{\max}$, with

$$C=2\pi h\sum_{m=1}^\infty e^{-2b-2mh}=\frac{2\pi h\,e^{-2b}}{e^{2h}-1}.$$

If all the charge lies within $R$ of the point considered, the potential $V_S$ obtained from $S$ therefore satisfies

$$|V-V_S|\le\frac{2\varepsilon}3V+C\rho_{\max}.$$

If $\rho$ also varies slowly over the width of the omitted Gaussians, it can be taken out of the integral at $\mathbf r'=\mathbf r$. Their contribution is then $C\rho(\mathbf r)$ to leading order, a local term that can be added back. For a density that is singular or has a jump, this correction is not justified near the singular point or the jump.

Take the unit charge $\rho=\pi^{-3/2}e^{-r^2}$, with lengths in bohr, whose potential is $\operatorname{erf}(r)/r$. Its charge beyond the range $R$ is negligible for the points used here. The sum is evaluated from products of one-dimensional quadratures on a mesh of spacing $0.001$ bohr. The mesh must resolve the sharpest Gaussian, which requires a spacing well below $\pi/\sqrt{p}\approx0.007$ bohr for $p=1.97\times10^5$ bohr$^{-2}$. With plain sampling on a coarser mesh through the centre, the error there is unchanged to the digits shown at $0.002$ bohr, but it becomes $-5.4\times10^{-5}$ hartree at $0.01$ bohr and $-0.10$ hartree at $0.1$ bohr, and the correction $C\rho$ no longer helps. On such grids the sharp Gaussians must be integrated against an interpolated density and not sampled. With $C=1.1505\times10^{-5}$ bohr$^2$, the errors $V-V_S$ in hartree per unit charge are:

| $r$ (bohr) | $V$ | error | after adding $C\rho$ |
|---|---|---|---|
| 0 | 1.128379 | $2.08\times10^{-6}$ | $1.42\times10^{-8}$ |
| 0.911 | 0.880745 | $9.15\times10^{-7}$ | $1.42\times10^{-8}$ |
| 5.385 | 0.185695 | $1.27\times10^{-8}$ | $1.27\times10^{-8}$ |

At the centre, $C\rho(0)=1.1505\times10^{-5}\times\pi^{-3/2}=2.07\times10^{-6}$ accounts for nearly the whole error. What remains at the first two points is the constant $1.42\times10^{-8}$ of Stage 5, multiplied by the unit charge.

The aliasing error, up to $3.3\times10^{-7}$ of $1/r$ for a point charge, is hardly visible here. The error $V-V_S$ is exactly the sum of the aliasing, lower-tail and upper-tail parts integrated against $\rho$. At the third point $\rho\propto e^{-29}$ makes the upper part negligible and the lower part is the constant, so the deviation $(1.269-1.422)\times10^{-8}=-1.5\times10^{-9}$ is the aliasing part. Its size can be estimated. Along the line to the point the density is a Gaussian of variance $1/2$ bohr$^2$, so the logarithm of the distance is spread by $\sigma\approx1/(\sqrt2\times5.385)=0.131$. Averaging the first harmonic, $\kappa_1=2\pi/h=20.3$, over this spread multiplies it by about $e^{-\kappa_1^2\sigma^2/2}=e^{-3.56}\approx0.03$. The point-charge amplitude $3.33\times10^{-7}/5.385=6.2\times10^{-8}$ thus drops to about $2\times10^{-9}$, the order observed. At the first two points the spread in the logarithm of the distance is of order one and the damping is far stronger.

## Table of computed values

```
Aliasing: h, max relative error near r=1e-3 and r=1e3 bohr, formula
  1.00  2.0397e-02  2.0397e-02  2.0342e-02
  0.50  1.4630e-04  1.4630e-04  1.4630e-04
  0.25  7.5669e-09  7.5668e-09  7.5669e-09
Mean error, lower tail cut (h=1, R e^a=0.3): -0.124028
Mean error, upper tail cut (h=1, delta e^b=0.5): -0.054591
Counts: eps, R/delta, lower bound, found by search, constructed, upper
  1e-06  1e+02    51.6    65    69    69.9
  1e-06  1e+04    63.9    79    84    84.8
  1e-06  1e+06    76.1    93    99    99.6
  1e-06  1e+08    88.3   107   114   114.5
  1e-02  1e+04    10.5    19    23    23.7
  1e-04  1e+04    32.7    44    49    49.8
  1e-08  1e+04   103.7   121   128   128.4
  1e-10  1e+04   152.3   174   180   180.7
Added terms, R/delta 1e2 to 1e8 at eps=1e-6: 42
  expected between 36.7 and 44.7
Second difference of count, eps=1e-2,1e-6,1e-10: 35
  quadratic leading law: 34.4
Example: delta=0.01 bohr, R=20.0 bohr, eps=1e-06
  step h = 0.309317, first node a = -18.03064, last node b = 6.09612
  number of Gaussians = 79
  smallest exponent = 2.1817e-16 bohr^-2
  largest exponent = 1.9725e+05 bohr^-2
  aliasing amplitude = 3.3333e-07
  lower-tail bound at R = 3.3333e-07
  upper-tail bound at delta = 3.3643e-10
  largest relative error = 5.5822e-07 at r = 15.8315 bohr
  local coefficient C = 1.1505e-05 bohr^2 (potential per density)
Potential in hartree per unit charge; errors are exact minus sum
  point (0.0, 0.0, 0.0) bohr, r = 0.00000 bohr
    exact 1.128379167, Gaussian sum 1.128377087
    error 2.080e-06, after local correction 1.422e-08
  point (0.3, -0.5, 0.7) bohr, r = 0.91104 bohr
    exact 0.880744774, Gaussian sum 0.880743859
    error 9.152e-07, after local correction 1.422e-08
  point (3.0, 2.0, -4.0) bohr, r = 5.38516 bohr
    exact 0.185695338, Gaussian sum 0.185695325
    error 1.269e-08, after local correction 1.269e-08
```
